# The Misawa spin-scaling relation for the RPA correlation energy: verification in Python

```python
"""
Result under test (direct RPA, uniform electron gas, energy per electron):
    ec(rs, fully polarized) = (1/2) * ec(rs / 2**(4/3), unpolarized)
Symbols (atomic units inside the program):
    rs   Wigner-Seitz radius of the total density n
    kf   Fermi wavevector of one occupied spin channel
    q, w wavevector and imaginary frequency; v = 4 pi / q**2
    chi  non-interacting density response at imaginary frequency (negative)
Energies are printed in eV and lengths in angstrom.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import dblquad

HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
BOHR_ANG = sc.physical_constants["Bohr radius"][0] * 1e10
PI = np.pi


def density(rs):
    return 3.0 / (4.0 * PI * rs**3)


def fermi_wavevector(rs, channels):
    return (6.0 * PI**2 * density(rs) / channels) ** (1.0 / 3.0)


def chi_channel(q, w, kf):
    """Closed form of the response of one spin channel.
    log1p and arctan2 avoid loss of digits at large frequency."""
    a = q / (2.0 * kf)
    b = w / (q * kf)
    log_term = np.log1p(4.0 * a / ((a - 1.0) ** 2 + b**2))
    angle = np.arctan2(2.0 * b, b**2 + a**2 - 1.0)
    bracket = (2.0 * a + 0.5 * (1.0 + b**2 - a**2) * log_term
               - 2.0 * a * b * angle)
    return -kf**2 * bracket / (4.0 * PI**2 * q)


def chi_channel_by_quadrature(q, w, kf):
    """Response of one channel from its integral over the Fermi sphere."""
    def integrand(cosine, k):
        delta = 0.5 * q**2 + k * q * cosine
        return -2.0 * delta / (delta**2 + w**2) * k**2 / (4.0 * PI**2)
    return dblquad(integrand, 0.0, kf, -1.0, 1.0,
                   epsabs=1e-11, epsrel=1e-10)[0]


def half_line_grid(points):
    """Gauss-Legendre nodes on (0, infinity), scale fixed at 1 a.u."""
    x, weight = np.polynomial.legendre.leggauss(points)
    t = 0.5 * (x + 1.0)
    return t / (1.0 - t), 0.5 * weight / (1.0 - t) ** 2


def rpa_energy(rs, channels, points=400, coupling_points=0):
    """RPA correlation energy per electron (hartree).
    coupling_points = 0 uses the logarithm; otherwise the coupling-strength
    integral of the interacting response is done numerically."""
    kf = fermi_wavevector(rs, channels)
    nodes, weights = half_line_grid(points)
    q = nodes[:, None]
    speed = nodes[None, :]                      # frequency = q * speed
    chi = channels * chi_channel(q, q * speed, kf)
    v = 4.0 * PI / q**2
    if coupling_points == 0:
        f = np.log1p(-v * chi) + v * chi
    else:
        x, wx = np.polynomial.legendre.leggauss(coupling_points)
        f = np.zeros_like(chi)
        for s, ws in zip(0.5 * (x + 1.0), 0.5 * wx):
            lam = s**2                          # clusters nodes at weak coupling
            chi_lam = chi / (1.0 - lam * v * chi)
            f -= 2.0 * s * ws * v * (chi_lam - chi)
    total = np.sum(weights[:, None] * weights[None, :] * q**3 * f)
    return total / (4.0 * PI**3 * density(rs))


def second_order_box(rs, channels, cutoff=9):
    """Second-order direct and exchange energy per electron (hartree) for
    plane waves in a periodic box, 7 occupied wavevectors per spin channel,
    empty states up to squared integer length 'cutoff'. Explicit spin sums."""
    electrons = 7 * channels
    box = (electrons / density(rs)) ** (1.0 / 3.0)
    unit = 2.0 * PI / box
    reach = range(-3, 4)
    vectors = [np.array(m) for m in itertools.product(reach, repeat=3)]
    occupied = [m for m in vectors if m @ m <= 1]
    empty = [m for m in vectors if 1 < m @ m <= cutoff]
    assert len(occupied) == 7

    def coulomb(m):
        return 4.0 * PI / (box**3 * unit**2 * (m @ m))

    direct = exchange = 0.0
    for i in occupied:
        for j in occupied:
            for a in empty:
                b = i + j - a
                if not 1 < b @ b <= cutoff:
                    continue
                gap = 0.5 * unit**2 * (i @ i + j @ j - a @ a - b @ b)
                v_direct, v_exchange = coulomb(a - i), coulomb(b - i)
                for spin_i in range(channels):
                    for spin_j in range(channels):
                        direct += 0.5 * v_direct**2 / gap
                        if spin_i == spin_j:
                            exchange -= 0.5 * v_direct * v_exchange / gap
    return direct / electrons, exchange / electrons


# Closed-form response against the integral over the Fermi sphere
worst_chi = 0.0
for q, w, kf in [(0.3, 0.4, 0.9), (1.1, 0.7, 0.5), (2.5, 1.5, 1.3)]:
    reference = chi_channel_by_quadrature(q, w, kf)
    worst_chi = max(worst_chi, abs(chi_channel(q, w, kf) / reference - 1.0))
assert worst_chi < 1e-7

# Main example: polarized gas with radius 2 angstrom and its partner
radius = 2.0
rs_pol = radius / BOHR_ANG
rs_unp = rs_pol / 2.0 ** (4.0 / 3.0)
kf_pol = fermi_wavevector(rs_pol, 1)
kf_unp = fermi_wavevector(rs_unp, 2)
assert abs(kf_unp / kf_pol - 2.0) < 1e-12

# Screening strength at corresponding points, both from direct quadrature
q_pol, w_pol = kf_pol, kf_pol**2
q_unp, w_unp = kf_unp, kf_unp**2
u_pol = -4 * PI / q_pol**2 * chi_channel_by_quadrature(q_pol, w_pol, kf_pol)
u_unp = -4 * PI / q_unp**2 * 2 * chi_channel_by_quadrature(q_unp, w_unp, kf_unp)
assert abs(u_pol / u_unp - 1.0) < 1e-7

e_pol = rpa_energy(rs_pol, 1)
e_unp = rpa_energy(rs_unp, 2)
e_pol_coupling = rpa_energy(rs_pol, 1, coupling_points=24)
e_pol_coarse = rpa_energy(rs_pol, 1, points=250)
# tolerances below cover the quadrature error of the fixed grids
assert e_pol < 0.0
assert abs(e_pol_coarse / e_pol - 1.0) < 1e-5
assert abs(e_pol_coupling / e_pol - 1.0) < 1e-5
assert abs(e_pol_coupling / (0.5 * e_unp) - 1.0) < 1e-5

print("MAIN EXAMPLE")
print(f"radius, polarized gas            {radius:.4f} angstrom")
print(f"radius, unpolarized partner      {rs_unp * BOHR_ANG:.4f} angstrom")
print(f"rs, polarized gas                {rs_pol:.4f} (dimensionless)")
print(f"rs, unpolarized partner          {rs_unp:.4f} (dimensionless)")
print(f"density, polarized gas           {density(rs_pol)/BOHR_ANG**3:.6f} angstrom^-3")
print(f"density, unpolarized partner     {density(rs_unp)/BOHR_ANG**3:.6f} angstrom^-3")
print(f"density ratio partner/polarized  {density(rs_unp)/density(rs_pol):.4f}")
print(f"kF, polarized gas                {kf_pol / BOHR_ANG:.4f} angstrom^-1")
print(f"kF, unpolarized partner          {kf_unp / BOHR_ANG:.4f} angstrom^-1")
print("screening strength -v*chi0 at q=kF, w=kF^2 (a.u.) of each gas:")
print(f"  polarized                      {u_pol:.6f} (dimensionless)")
print(f"  unpolarized partner            {u_unp:.6f} (dimensionless)")
print(f"ec polarized, logarithm          {e_pol * HARTREE_EV:.5f} eV")
print(f"ec polarized, coupling integral  {e_pol_coupling * HARTREE_EV:.5f} eV")
print(f"ec unpolarized partner           {e_unp * HARTREE_EV:.5f} eV")
print(f"half of the partner energy       {0.5 * e_unp * HARTREE_EV:.5f} eV")
print(f"ec polarized, converted          {e_pol:.6f} hartree")
print(f"ec unpolarized partner, conv.    {e_unp:.6f} hartree")
print(f"relative mismatch of relation    {abs(2 * e_pol / e_unp - 1):.1e}")
print(f"worst relative error of chi      {worst_chi:.1e}")

print("TABLE: radius (angstrom); ec pol, half ec partner, ec unpol at same")
print("radius (eV); ratio pol/unpol at same radius")
for r in (1.0, 2.0, 4.0):
    rs = r / BOHR_ANG
    pol = rpa_energy(rs, 1)
    half_partner = 0.5 * rpa_energy(rs / 2.0 ** (4.0 / 3.0), 2)
    same = rpa_energy(rs, 2)
    assert abs(pol / half_partner - 1.0) < 1e-5
    assert abs(pol / same - 0.5) > 0.01
    print(f"{r:.1f}  {pol*HARTREE_EV:.5f}  {half_partner*HARTREE_EV:.5f}"
          f"  {same*HARTREE_EV:.5f}  {pol/same:.4f}")

# Finite box: the ring term obeys the relation, second-order exchange does not
d_pol, x_pol = second_order_box(rs_pol, 1)
d_unp, x_unp = second_order_box(rs_unp, 2)
assert abs(d_pol / (0.5 * d_unp) - 1.0) < 1e-10
assert x_pol > 0.0 and abs(x_pol / x_unp - 1.0) < 1e-10
assert abs((d_pol + x_pol) / (0.5 * (d_unp + x_unp)) - 1.0) > 0.01
print("PERIODIC BOX, second order, per electron (7 pol / 14 unpol electrons)")
print(f"direct, polarized                {d_pol * HARTREE_EV:.5f} eV")
print(f"direct, unpolarized partner      {d_unp * HARTREE_EV:.5f} eV")
print(f"exchange, polarized              {x_pol * HARTREE_EV:.5f} eV")
print(f"exchange, unpolarized partner    {x_unp * HARTREE_EV:.5f} eV")
print(f"sum, polarized                   {(d_pol + x_pol) * HARTREE_EV:.5f} eV")
print(f"half of sum, partner             {0.5*(d_unp + x_unp)*HARTREE_EV:.5f} eV")
print("success")
```

Output:

```
MAIN EXAMPLE
radius, polarized gas            2.0000 angstrom
radius, unpolarized partner      0.7937 angstrom
rs, polarized gas                3.7795 (dimensionless)
rs, unpolarized partner          1.4999 (dimensionless)
density, polarized gas           0.029842 angstrom^-3
density, unpolarized partner     0.477465 angstrom^-3
density ratio partner/polarized  16.0000
kF, polarized gas                1.2090 angstrom^-1
kF, unpolarized partner          2.4180 angstrom^-1
screening strength -v*chi0 at q=kF, w=kF^2 (a.u.) of each gas:
  polarized                      0.193856 (dimensionless)
  unpolarized partner            0.193856 (dimensionless)
ec polarized, logarithm          -0.93390 eV
ec polarized, coupling integral  -0.93390 eV
ec unpolarized partner           -1.86781 eV
half of the partner energy       -0.93390 eV
ec polarized, converted          -0.034320 hartree
ec unpolarized partner, conv.    -0.068641 hartree
relative mismatch of relation    2.6e-08
worst relative error of chi      1.6e-15
TABLE: radius (angstrom); ec pol, half ec partner, ec unpol at same
radius (eV); ratio pol/unpol at same radius
1.0  -1.17467  -1.17467  -1.71766  0.6839
2.0  -0.93390  -0.93390  -1.30471  0.7158
4.0  -0.71785  -0.71785  -0.95568  0.7511
PERIODIC BOX, second order, per electron (7 pol / 14 unpol electrons)
direct, polarized                -0.94255 eV
direct, unpolarized partner      -1.88510 eV
exchange, polarized              0.61812 eV
exchange, unpolarized partner    0.61812 eV
sum, polarized                   -0.32443 eV
half of sum, partner             -0.63349 eV
success
```
